# Height variance and roughness in random deposition without diffusion: a program that tests the result

```python
"""Random deposition without diffusion: Var(h) = theta, roughness = sqrt(theta).

h      height of one lattice column, in monolayers (ML)
theta  mean deposited thickness in ML, the time integral of the flux per site
w2     variance of the heights across one surface about its own mean (ML^2)
N, n   number of columns and number of deposited atoms
On a finite surface the expected w2 is theta*(1 - 1/N).
"""
from fractions import Fraction
from itertools import product
from math import sqrt

import numpy as np
from scipy.integrate import solve_ivp
from scipy.stats import poisson

flux = 0.1            # ML/s
duration = 1000.0     # s
spacing = 0.25        # nm per monolayer
side = 256
sites = side * side
theta = flux * duration


def expected_w2(n, N):
    return Fraction(n, N) * (1 - Fraction(1, N))


def scatter_w2_squared(n, N):
    return Fraction(2 * n * (n - 1) * (N - 1), N**4)


# Rate equations for the height distribution, constant and ramped flux
heights = np.arange(301)


def solve_distribution(rate):
    def slope(t, p):
        gain = np.concatenate(([0.0], p[:-1]))
        return rate(t) * (gain - p)
    start = np.zeros(len(heights))
    start[0] = 1.0
    result = solve_ivp(slope, (0.0, duration), start, method="DOP853",
                       t_eval=[duration / 2, duration],
                       rtol=1e-10, atol=1e-14)
    assert result.success
    return result.y.T


def moments(p):
    mean = np.sum(heights * p)
    return mean, np.sum((heights - mean)**2 * p)


constant = solve_distribution(lambda t: flux)
ramped = solve_distribution(lambda t: 2 * flux * t / duration)
for solution, doses in ((constant, (theta / 2, theta)),
                        (ramped, (theta / 4, theta))):
    for p, dose in zip(solution, doses):
        mean, variance = moments(p)
        assert abs(mean - dose) < 1e-4
        assert abs(variance - dose) < 1e-4
        assert np.max(np.abs(p - poisson.pmf(heights, dose))) < 1e-7
final = constant[-1]
mean_rate, var_rate = moments(final)
ramp_half_mean, ramp_half_var = moments(ramped[0])
near = np.abs(heights - theta) <= sqrt(theta) + 1e-9
fraction_rate = final[near].sum()

# Two independent columns at fixed duration: sum over the joint distribution
difference = heights[:, None] - heights[None, :]
two_column_w2 = np.sum(np.outer(final, final) * difference**2 / 4)
assert abs(two_column_w2 - theta * (1 - 1 / 2)) < 1e-4

# Every deposition sequence on a tiny lattice, in exact arithmetic
tiny_N, tiny_n = 3, 6
values = []
for sequence in product(range(tiny_N), repeat=tiny_n):
    h = [sequence.count(site) for site in range(tiny_N)]
    values.append(sum((Fraction(x) - Fraction(tiny_n, tiny_N))**2
                      for x in h) / tiny_N)
tiny_mean = sum(values) / len(values)
tiny_var = sum((v - tiny_mean)**2 for v in values) / len(values)
assert tiny_mean == expected_w2(tiny_n, tiny_N)
assert tiny_var == scatter_w2_squared(tiny_n, tiny_N)

# Kinetic Monte Carlo on the large lattice, fixed number of atoms
rng = np.random.default_rng(12345)
surface = np.zeros(sites, dtype=np.int64)
deposited = 0
records = []
for dose in (1, 4, 25, 50, int(round(theta))):
    new_atoms = dose * sites - deposited
    surface += np.bincount(rng.integers(sites, size=new_atoms),
                           minlength=sites)
    deposited += new_atoms
    w2 = surface.var()
    expectation = float(expected_w2(deposited, sites))
    scatter = sqrt(scatter_w2_squared(deposited, sites))
    assert abs(w2 - expectation) < 5 * scatter   # five standard deviations
    records.append((dose, w2, scatter))
w2_sim, scatter_sim = records[-1][1:]
fraction_sim = np.mean(np.abs(surface - theta) <= sqrt(theta) + 1e-9)
assert abs(fraction_sim - fraction_rate) < 5 * sqrt(
    fraction_rate * (1 - fraction_rate) / sites)

# Contrast: same arrivals on a ring, with one move to a lower neighbour
ring = 256
arrivals = rng.integers(ring, size=ring * int(round(theta)))
coins = rng.integers(2, size=len(arrivals))
stuck = np.bincount(arrivals, minlength=ring)
relaxed = [0] * ring
for site, coin in zip(arrivals.tolist(), coins.tolist()):
    left, right = (site - 1) % ring, (site + 1) % ring
    first, second = (left, right) if coin else (right, left)
    target = site
    if relaxed[first] < relaxed[target]:
        target = first
    if relaxed[second] < relaxed[target]:
        target = second
    relaxed[target] += 1
w2_stuck, w2_relaxed = stuck.var(), np.var(relaxed)
ring_scatter = sqrt(scatter_w2_squared(len(arrivals), ring))
assert abs(w2_stuck - float(expected_w2(len(arrivals), ring))) < 5 * ring_scatter
assert w2_relaxed < 0.1 * w2_stuck

print(f"flux per site: {flux:.2f} ML/s")
print(f"duration: {duration:.0f} s")
print(f"mean thickness theta: {theta:.1f} ML")
print(f"layer spacing: {spacing:.2f} nm")
print(f"lattice: {side} x {side} = {sites} columns")
print(f"atoms deposited: {deposited}")
print("Rate equations, constant flux")
print(f"  mean height: {mean_rate:.4f} ML")
print(f"  height variance: {var_rate:.4f} ML^2")
print(f"  rms roughness: {sqrt(var_rate):.4f} ML")
print(f"  relative roughness w/theta: {sqrt(var_rate) / mean_rate:.4f}")
print(f"  fraction of columns within 10 ML of mean: {fraction_rate:.4f}")
print("Rate equations, ramped flux, at half the duration")
print(f"  mean height: {ramp_half_mean:.4f} ML")
print(f"  height variance: {ramp_half_var:.4f} ML^2")
print(f"Two columns, expected w2 at theta: {two_column_w2:.4f} ML^2")
print(f"Tiny lattice: {tiny_N} columns, {tiny_n} atoms, {len(values)} sequences")
print(f"  mean of w2: {tiny_mean} ML^2")
print(f"  variance of w2: {tiny_var} ML^4")
print("Simulated surface: thickness, w2, predicted scatter of w2")
for dose, w2, scatter in records:
    print(f"  {dose:4d} ML  {w2:9.4f} ML^2  {scatter:.4f} ML^2")
print(f"  expected w2 at theta: {float(expected_w2(deposited, sites)):.4f} ML^2")
print(f"  simulated roughness at theta: {sqrt(w2_sim):.4f} ML")
print(f"  simulated fraction within 10 ML: {fraction_sim:.4f}")
print(f"Ring of {ring} columns at theta")
print(f"  w2, atoms stick where they land: {w2_stuck:.2f} ML^2")
print(f"  predicted scatter of that w2: {ring_scatter:.2f} ML^2")
print(f"  w2, one move to a lower neighbour: {w2_relaxed:.2f} ML^2")
print(f"Film thickness: {spacing * theta:.2f} nm")
print(f"Rms roughness: {spacing * sqrt(var_rate):.3f} nm")
print("every check passed")
```

It prints:

```
flux per site: 0.10 ML/s
duration: 1000 s
mean thickness theta: 100.0 ML
layer spacing: 0.25 nm
lattice: 256 x 256 = 65536 columns
atoms deposited: 6553600
Rate equations, constant flux
  mean height: 100.0000 ML
  height variance: 100.0000 ML^2
  rms roughness: 10.0000 ML
  relative roughness w/theta: 0.1000
  fraction of columns within 10 ML of mean: 0.7065
Rate equations, ramped flux, at half the duration
  mean height: 25.0000 ML
  height variance: 25.0000 ML^2
Two columns, expected w2 at theta: 50.0000 ML^2
Tiny lattice: 3 columns, 6 atoms, 729 sequences
  mean of w2: 4/3 ML^2
  variance of w2: 40/27 ML^4
Simulated surface: thickness, w2, predicted scatter of w2
     1 ML     0.9980 ML^2  0.0055 ML^2
     4 ML     3.9679 ML^2  0.0221 ML^2
    25 ML    25.0444 ML^2  0.1381 ML^2
    50 ML    50.0916 ML^2  0.2762 ML^2
   100 ML   100.2607 ML^2  0.5524 ML^2
  expected w2 at theta: 99.9985 ML^2
  simulated roughness at theta: 10.0130 ML
  simulated fraction within 10 ML: 0.7078
Ring of 256 columns at theta
  w2, atoms stick where they land: 112.75 ML^2
  predicted scatter of that w2: 8.82 ML^2
  w2, one move to a lower neighbour: 5.54 ML^2
Film thickness: 25.00 nm
Rms roughness: 2.500 nm
every check passed
```
